# Why type-II excitons radiate slowly yet stay strongly bound

**Question.** In a bilayer with type-II band alignment, the lowest conduction edge lies in one layer and the highest valence edge in the other. An electron and a hole at these edges attract each other strongly, yet they recombine slowly. How can one pair have a large binding energy and a small radiative rate, and does the band alignment alone guarantee this?

**Answer.**

**Two different questions put to one wave function**

Let $\Psi_{ij}(\mathbf r)$ be the amplitude for the electron to be in layer $i$ and the hole in layer $j$, with in-plane separation $\mathbf r$. The attraction energy is

$$
-\sum_{ij}\int d^2r\,|\Psi_{ij}(\mathbf r)|^2\,W_{ij}(r),\qquad W_{ij}>0 .
$$

It contains probabilities and a force of long range, so the carriers need not meet. Emission fills the hole with the electron. If the optical transition acts within a layer, with the same matrix element in both (equal in strength, sign and polarization), its amplitude is proportional to

$$
D=\Psi_{AA}(0)+\Psi_{BB}(0).
$$

This asks for both carriers at one place in one layer. A pair with the electron in $B$ and the hole in $A$ has $D=0$ but keeps its attraction $W_{BA}$. Interlayer tunnelling can restore a little of $D$.

The model has aligned valleys, a spin-allowed transition, effective masses, an electron mass and a hole mass that are each the same in both layers and constant real tunnelling energies $t_c,t_v$. Exchange, phonons, disorder, moire potentials and direct conduction-to-valence hopping between layers are left out.

**What the offset does to the band edges**

Let the conduction edge of $A$ lie $\Delta_c$ above that of $B$, and the valence edge of $A$ lie $\Delta_v$ above that of $B$. In the basis $(A,B)$ both bands have the form

$$
\begin{pmatrix}\Delta&t\\t&0\end{pmatrix}.
$$

Try the upper state $(\cos\theta,\sin\theta)$ with energy $\lambda$. The second row gives $\lambda=t\cot\theta$. The first then gives $\Delta=t(\cot\theta-\tan\theta)=2t\cot2\theta$, so $\tan2\theta=2t/\Delta$. The lower state is $(-\sin\theta,\cos\theta)$. The electron takes the lower conduction state and the hole the upper valence state, so their overlap is

$$
S_{\rm II}=-\sin\theta_c\cos\theta_v+\cos\theta_c\sin\theta_v=\sin(\theta_v-\theta_c)\simeq\frac{t_v}{\Delta_v}-\frac{t_c}{\Delta_c}.
$$

The last form holds for weak tunnelling. If the valence offset is reversed, the top valence state is $(\sin\theta_v,\cos\theta_v)$, with $\theta_v$ defined by $|\Delta_v|$, and the overlap becomes $S_{\rm I}=\cos(\theta_v+\theta_c)$, close to one.

**What separation does to the attraction**

Treat the layers as polarizable sheets in vacuum, a distance $d$ apart. At in-plane wavevector $q$, a potential $\phi_j$ induces the charge $-\chi q^2\phi_j$ in sheet $j$. With $x=e^{-qd}$, $r_0=\chi/2\epsilon_0$ and

$$
M=\begin{pmatrix}1&x\\x&1\end{pmatrix},\qquad
(1+r_0qM)\,\phi=\frac{1}{2\epsilon_0q}M\rho ,
$$

where $\rho$ is the external charge. The vectors $(1,\pm1)$ diagonalize $M$, with eigenvalues $1\pm x$. The corresponding interactions are

$$
W_\pm=\frac{e^2}{2\epsilon_0q}\,\frac{1\pm x}{1+r_0q(1\pm x)} .
$$

A charge in one layer is half the sum of the even and odd patterns, so $W_{\rm intra}=(W_++W_-)/2$ and $W_{\rm inter}=(W_+-W_-)/2$. Separation therefore removes

$$
w=W_{\rm intra}-W_{\rm inter}=W_-=\frac{e^2}{2\epsilon_0q}\,\frac{1-x}{1+r_0q(1-x)} .
$$

As $q\to0$, $1-x\to qd$ and $w\to e^2d/2\epsilon_0$, which is finite, whereas $W_{\rm inter}$ diverges as $e^2/2\epsilon_0q$. The leading long-range attraction survives.

Let $\phi_B$ be the intralayer ground state, $\phi_X$ the interlayer one, and $b_B,b_X$ their binding energies without tunnelling. Their relative-motion Hamiltonians differ by $+w$. Using $\phi_B$ as a trial state for the interlayer problem gives $-b_X\le-b_B+\langle\phi_B|w|\phi_B\rangle$. Using $\phi_X$ for the intralayer problem gives $-b_B\le-b_X-\langle\phi_X|w|\phi_X\rangle$. Hence the binding loss $\delta=b_B-b_X$ obeys

$$
\langle\phi_X|w|\phi_X\rangle\le\delta\le\langle\phi_B|w|\phi_B\rangle .
$$

**When the lowest exciton is interlayer**

Let $G$ be the band gap of layer $B$. The interlayer pair has band energy $G-\Delta_v$, a pair in $B$ has $G$, and a pair in $A$ has $G-\Delta_v+\Delta_c$. Subtracting the binding energies gives

$$
E_{BB}-E_X=\Delta_v-\delta,\qquad E_{AA}-E_X=\Delta_c-\delta .
$$

The remaining configuration, electron in $A$ and hole in $B$, lies $\Delta_c+\Delta_v$ above $E_X$. For vanishing tunnelling the lowest exciton is thus interlayer if both offsets exceed $\delta$. Type-II alignment of the band edges is not enough.

**How much brightness tunnelling restores**

A pair's energy is the conduction energy minus the valence energy, so hole tunnelling enters with $-t_v$ and electron tunnelling with $+t_c$. To first order, the equations for the two bright components are

$$
(H_{BB}-E_X)\Psi_{BB}-t_v\phi_X=0,\qquad
(H_{AA}-E_X)\Psi_{AA}+t_c\phi_X=0 .
$$

Solving and adding the values at $r=0$,

$$
D=t_v\big[(H_{BB}-E_X)^{-1}\phi_X\big](0)-t_c\big[(H_{AA}-E_X)^{-1}\phi_X\big](0).
$$

Expand the first term in the eigenstates of $H_{BB}$. When $\Delta_v-\delta$ is small compared with the distance to the higher states, the lowest state dominates:

$$
D_v\simeq t_v\,\frac{\langle\phi_B|\phi_X\rangle\,\phi_B(0)}{\Delta_v-\delta}.
$$

When instead the offset exceeds all energies of relative motion that matter at contact, the inverse operator tends to $1/\Delta_v$ and $D_v\to t_v\phi_X(0)/\Delta_v$, the band-edge overlap times the contact amplitude. For the parameters used below, this second limit is approached slowly and needs offsets of order ten electronvolts to hold within about ten per cent, far above those considered, so it serves only as a guide. In both limits a larger offset $\Delta_v$ means a smaller $D_v$. Coulomb binding changes the denominator from $\Delta_v$ to $\Delta_v-\delta$, so it works against the suppression.

The minus sign between the two paths matters. For equal offsets and equal tunnelling energies of the same sign they cancel; the full calculation confirms this, with $D$ below $10^{-5}\phi_X(0)$. For opposite signs they add. The relative sign of $t_c$ and $t_v$ has meaning only with the phases of the band states fixed so that the optical matrix elements of the two layers are equal. The interference also requires both layers to emit the same polarization. If they emit opposite circular polarizations, as when the layers are rotated by 60° and $K$ of one meets $K'$ of the other, the rate is proportional to $|\Psi_{AA}(0)|^2+|\Psi_{BB}(0)|^2$ and the two paths cannot cancel.

**From amplitude to lifetime**

Take an exciton at rest in a sheet of area $\mathcal A$, coupled to light by $e\mathbf A\cdot\mathbf v$. Let the interband velocity have components of magnitude $v$ along $x$ and $y$, so that the sum over polarizations gives $2v^2$. Summing the pair amplitudes over wavevector gives $\sqrt{\mathcal A}\,D$, and a photon mode in a box of length $L$ has amplitude $\sqrt{\hbar/2\epsilon_0\omega\mathcal AL}$. In-plane momentum is conserved, so the photon leaves along $\pm z$, and the density of final states is

$$
\frac{L}{2\pi}\int dk_z\,\delta(\hbar c|k_z|-\hbar\omega)=\frac{L}{\pi\hbar c}.
$$

The golden rule then gives

$$
\Gamma=\frac{2\pi}{\hbar}\,e^2\,\frac{\hbar}{2\epsilon_0\omega\mathcal AL}\,2v^2\mathcal A|D|^2\,\frac{L}{\pi\hbar c}
=\frac{2e^2v^2|D|^2}{\epsilon_0\hbar c\,\omega}
=\frac{8\pi\alpha v^2|D|^2}{\omega},
$$

because $e^2/\epsilon_0\hbar c=4\pi\alpha$. Replacing the continuum by explicit photon modes with the same coupling reproduced this decay rate to within one per cent for the intralayer exciton.

With $\tau=1/\Gamma$, the comparison with the intralayer exciton in $B$ separates into three factors:

$$
\frac{\tau_X}{\tau_B}=
\left|\frac{\phi_B(0)}{\phi_X(0)}\right|^2
\left|\frac{\phi_X(0)}{D}\right|^2
\frac{\omega_X}{\omega_B}.
$$

The first compares the two orbits at $r=0$, as if both pairs had full layer overlap. The second is the further reduction because electron and hole sit mostly in different layers, and the third is the lower photon energy. The split is only bookkeeping, since $\phi_X(0)$ cancels from the product.

**Numbers for a model bilayer**

Take the round parameters $d=0.65$ nm, $r_0=4$ nm, reduced mass $0.25\,m_e$, $G=2.1$ eV, $\Delta_c=0.5$ eV, $\Delta_v=0.4$ eV, $t_v=20$ meV, $t_c=0$ and $\hbar v=0.35$ eV nm. The binding energies without tunnelling are $b_B=482$ meV and $b_X=224$ meV. Separation costs $\delta=259$ meV, between the bounds 154 and 345 meV. More than half of the binding is lost, but what remains is still more than five times the thermal energy at 300 K. "Strong" is meant in this sense, not as "unchanged". These values are for a bilayer in vacuum; a surrounding dielectric, as in an encapsulated device, lowers both the binding energies and $\delta$, so the factor of five need not hold there. The lifetimes below, and the offset at which the lowest exciton becomes interlayer, depend on $\delta$ and therefore also change with the surroundings.

Both offsets exceed $\delta$. The leading-pole estimate is

$$
D\simeq\frac{0.020\times0.797\times0.652}{0.1413}\ {\rm nm^{-1}}=0.074\ {\rm nm^{-1}} .
$$

The complete first-order expression gives $0.063$ and full diagonalization $0.062\ {\rm nm^{-1}}$; the higher intralayer states thus reduce the estimate. The band-edge estimate $S_{\rm II}\phi_X(0)=0.0498\times0.256=0.013\ {\rm nm^{-1}}$ is far too small here, because it omits the binding loss in the denominator and the large contact amplitude of the admixed intralayer exciton.

With photon energy 1.474 eV,

$$
\hbar\Gamma_X=8\pi\alpha\,\frac{(0.35)^2(0.06235)^2}{1.474}\ {\rm eV}=5.9\times10^{-5}\ {\rm eV},
$$

so $\tau_X=\hbar/(\hbar\Gamma_X)=11.1$ ps. The intralayer exciton has $\tau_B=0.11$ ps. The ratio is

$$
6.50\times16.8\times0.911\simeq100 .
$$

The first two factors are not separate causes, because $\phi_X(0)$ cancels between them. In the leading-pole estimate the light comes from the admixed intralayer exciton, with its own contact amplitude $\phi_B(0)$, and the ratio becomes

$$
\frac{\tau_X}{\tau_B}\simeq\left(\frac{\Delta_v-\delta}{t_v\langle\phi_B|\phi_X\rangle}\right)^2\frac{\omega_X}{\omega_B}\simeq72 .
$$

The small admixture is thus what makes the lifetime long. The higher intralayer states account for most of the remaining difference from 100.

Changing the tunnelling separates emission from binding. Halving $t_v$ raises the lifetime from 11.1 to 43.4 ps, close to the factor 4 expected from $\Gamma\propto t_v^2$, while the binding energy, measured from the tunnelling-shifted band gap, changes only from 224.6 to 223.8 meV. Adding $t_c=10$ meV gives 21.3 ps: a second tunnelling path can lengthen the lifetime by interference, provided both layers emit the same polarization.

Changing the valence offset shows the role of alignment:

| $\Delta_v$ (eV) | interlayer weight | $\tau$ (ps) |
|---:|---:|---:|
| $-0.4$ | 0.001 | 0.11 |
| $+0.1$ | 0.011 | 0.11 |
| $+0.3$ | 0.893 | 1.15 |
| $+0.4$ | 0.987 | 11.1 |
| $+0.6$ | 0.998 | 69 |

The first row is type I. The second is type II by its band edges, yet its lowest exciton is intralayer and bright, because $0.1$ eV is less than $\delta$. At $0.3$ eV the two excitons are only about 41 meV apart before tunnelling, so the intralayer weight rises to about 11 per cent and the first-order formula is less accurate.

**From picoseconds to nanoseconds**

These lifetimes belong to excitons at rest. In a thermal gas of free excitons of mass $M$, only those with in-plane wavevector $Q<k_0=\omega/c$ can emit. Put $k_z=k_0u$, so $Q^2=k_0^2(1-u^2)$. The density of photon states contributes $1/u$, and the polarization sum for a circular in-plane dipole contributes $1-Q^2/2k_0^2=(1+u^2)/2$. The Boltzmann factor is nearly one inside this small region, and $Q\,dQ=-k_0^2u\,du$, so

$$
\langle\Gamma\rangle=\Gamma\,\frac{k_0^2\int_0^1\frac{1+u^2}{2}\,du}{Mk_BT/\hbar^2}
=\frac{4}{3}\frac{E_0}{k_BT}\,\Gamma,\qquad E_0=\frac{\hbar^2k_0^2}{2M}.
$$

For $M=m_e$ and 100 K, this multiplies the lifetimes by about 2520 (intralayer) and 3040 (interlayer), giving 0.28 and 34 ns. The factors differ through the photon energy alone. They count only bright excitons; in real layers, spin-dark and momentum-dark states share the thermal population and lengthen the average lifetime further. They presume that scattering refills the emitting states faster than emission empties them. This is doubtful for the intralayer exciton, which lives only 0.11 ps at rest; slower refilling makes its thermal lifetime longer than 0.28 ns. With fast refilling, thermal motion sets much of the absolute time scale, while the squared ratio of $\Delta_v-\delta$ to $t_v$, about 50 here, is the largest factor in the contrast of about 120 between the two excitons.

The estimate presumes that tunnelling conserves momentum within aligned valleys. A twist that displaces the valleys changes this condition, and nonradiative decay can make the observed population lifetime shorter than the radiative one. The numerical output gives the remaining values.

## Computed results

```
Layer distance: 0.65 nm
Screening length per layer: 4.0 nm
Reduced mass: 0.25 electron masses
Total exciton mass: 1.00 electron masses
Conduction offset: 0.50 eV
Valence offset: 0.40 eV
Conduction tunnelling: 0.0 meV
Valence tunnelling: 20.0 meV
Band gap of layer B: 2.10 eV
hbar times interband velocity: 0.35 eV nm
Band-edge overlap, type II: 0.04981
Band-edge overlap, type I: 0.99876
Intralayer binding, no tunnelling: 482.2 meV
Interlayer binding, no tunnelling: 223.5 meV
Interlayer/intralayer binding ratio: 0.463
Binding loss delta: 258.7 meV
Lower bound on delta: 153.5 meV
Upper bound on delta: 345.1 meV
Radial-grid intralayer binding: 482.2 meV
Radial-grid interlayer binding: 223.5 meV
Intralayer contact amplitude: 0.6519 1/nm
Interlayer contact amplitude: 0.2558 1/nm
Overlap of the two relative orbitals: 0.7974
Offset minus delta: 141.3 meV
Bright amplitude, full calculation: 0.06235 1/nm
Bright amplitude, first order: 0.06343 1/nm
Bright amplitude, leading pole: 0.07359 1/nm
Interlayer weight with tunnelling: 0.9869
Interlayer binding with tunnelling: 224.6 meV
Intralayer photon energy: 1.6178 eV
Interlayer photon energy: 1.4744 eV
Intralayer lifetime, zero momentum: 0.1115 ps
Interlayer lifetime, zero momentum: 11.110 ps
Lifetime ratio: 99.63
Ratio factor from orbit size: 6.497
Ratio factor from layer overlap: 16.826
Ratio factor from photon energy: 0.911
Photon-mode / golden-rule rate: 1.0042
Half tunnelling: lifetime 43.366 ps
Half tunnelling: binding 223.8 meV
With tc = 10 meV: lifetime 21.309 ps
Temperature: 100 K
Thermal lifetime factor, intralayer: 2523.7
Thermal lifetime factor, interlayer: 3038.5
Thermal intralayer lifetime: 0.2814 ns
Thermal interlayer lifetime: 33.757 ns
Valence offset -0.4 eV: interlayer weight 0.0008, lifetime 0.112 ps
Valence offset +0.1 eV: interlayer weight 0.0112, lifetime 0.113 ps
Valence offset +0.3 eV: interlayer weight 0.8932, lifetime 1.150 ps
Valence offset +0.4 eV: interlayer weight 0.9869, lifetime 11.110 ps
Valence offset +0.5 eV: interlayer weight 0.9952, lifetime 33.763 ps
Valence offset +0.6 eV: interlayer weight 0.9975, lifetime 68.860 ps
```
